# The BIRD element: sorting protons by the carbon isotope they sit on: test program

```python
# BIRD element: 90(x)[H] - tau - 180(psi)[H] 180(x)[C] - tau - 90(phi)[H].
# Result under test: starting from +Iz, the final proton z magnetization is
#   cos(2 pi J tau) * cos(phi - 2 psi),
# so with tau = 1/(2J) and psi = 0 the last phase phi = x inverts protons on
# 13C only, and phi = -x inverts protons on 12C only.
# I = proton, S = carbon, J = C-H coupling in Hz, tau = one delay in s.
# Density matrices are propagated explicitly with ideal pulses, weak coupling
# and no relaxation. Protons come first in the spin list, carbon (if any) last.
import numpy as np
from scipy.linalg import expm

PAULI_HALF = {
    "x": np.array([[0, 1], [1, 0]], complex) / 2,
    "y": np.array([[0, -1j], [1j, 0]], complex) / 2,
    "z": np.array([[1, 0], [0, -1]], complex) / 2,
}


def spin_op(axis, k, n):
    out = np.eye(1, dtype=complex)
    for m in range(n):
        out = np.kron(out, PAULI_HALF[axis] if m == k else np.eye(2))
    return out


def pulse(angle, phase, spins, n):
    gen = sum(np.cos(phase) * spin_op("x", k, n)
              + np.sin(phase) * spin_op("y", k, n) for k in spins)
    return expm(-1j * angle * gen)


def bird(offsets, couplings, n_protons, tau, phi, psi=0.0, carbon_pulse=True):
    """Density matrices at the start and after each of the five events."""
    n = len(offsets)
    protons = range(n_protons)
    ham = sum(2 * np.pi * offsets[k] * spin_op("z", k, n) for k in range(n))
    for (j, k), value in couplings.items():
        ham = ham + 2 * np.pi * value * spin_op("z", j, n) @ spin_op("z", k, n)
    free = expm(-1j * ham * tau)
    centre = pulse(np.pi, psi, protons, n)
    if n > n_protons and carbon_pulse:
        centre = pulse(np.pi, 0.0, [n - 1], n) @ centre
    events = [pulse(np.pi / 2, 0.0, protons, n), free, centre, free,
              pulse(np.pi / 2, phi, protons, n)]
    rho = sum(spin_op("z", k, n) for k in protons)
    history = [rho]
    for u in events:
        rho = u @ rho @ u.conj().T
        history.append(rho)
    return history


def coef(rho, op):
    value = np.trace(rho @ op).real / np.trace(op @ op).real
    return 0.0 if abs(value) < 1e-9 else value


def z_of(rho, k, n):
    return coef(rho, spin_op("z", k, n))


TOL = 1e-9  # rounding error of small matrix exponentials
X, MINUS_X = 0.0, np.pi
J_SET = 145.0
TAU = 1 / (2 * J_SET)
ANTI_X = 2 * spin_op("x", 0, 2) @ spin_op("z", 1, 2)

# Selection at arbitrary proton and carbon offsets
for off_h, off_c in [(0, 0), (310, -900), (-777, 2500)]:
    for phi, z12, z13 in [(X, 1, -1), (MINUS_X, -1, 1)]:
        on12 = bird([off_h], {}, 1, TAU, phi)[-1]
        on13 = bird([off_h, off_c], {(0, 1): J_SET}, 1, TAU, phi)[-1]
        assert np.allclose(on12, z12 * spin_op("z", 0, 1), atol=TOL)
        assert np.allclose(on13, z13 * spin_op("z", 0, 2), atol=TOL)

# General law for random delays, couplings, offsets and phases
rng = np.random.default_rng(4)
for _ in range(40):
    j_act, delay = rng.uniform(50, 250), rng.uniform(0.0005, 0.008)
    phi, psi = rng.uniform(0, 2 * np.pi, 2)
    offs = list(rng.uniform(-1000, 1000, 2))
    theta = 2 * np.pi * j_act * delay
    end = bird(offs, {(0, 1): j_act}, 1, delay, phi, psi)[-1]
    assert abs(z_of(end, 0, 2) - np.cos(theta) * np.cos(phi - 2 * psi)) < TOL
    for last, sign in [(X, 1), (MINUS_X, -1)]:
        end = bird(offs, {(0, 1): j_act}, 1, delay, last)[-1]
        expected = (sign * np.cos(theta) * spin_op("z", 0, 2)
                    - np.sin(theta) * ANTI_X)
        assert np.allclose(end, expected, atol=TOL)

# Echo identity: shifts vanish, coupling acts during both delays
h_full = (2 * np.pi * (310 * spin_op("z", 0, 2) - 900 * spin_op("z", 1, 2)
          + J_SET * spin_op("z", 0, 2) @ spin_op("z", 1, 2)))
h_coup = 2 * np.pi * J_SET * spin_op("z", 0, 2) @ spin_op("z", 1, 2)
both_180 = pulse(np.pi, 0.0, [0, 1], 2)
u_free = expm(-1j * h_full * 0.0023)
assert np.allclose(u_free @ both_180 @ u_free,
                   both_180 @ expm(-1j * h_coup * 0.0046), atol=TOL)

print(f"Coupling used to set the delay J = {J_SET:.0f} Hz")
print(f"Each delay tau = {TAU * 1e3:.3f} ms; both = {2 * TAU * 1e3:.3f} ms")

labels = ["start", "after 90(x)", "after delay 1", "after 180 pulses",
          "after delay 2", "after last 90"]
print("On resonance, H on 13C: coefficients of Ix, Iy, Iz, 2IxSz (no unit)")
for name, phi in [("x", X), ("-x", MINUS_X)]:
    hist = bird([0, 0], {(0, 1): J_SET}, 1, TAU, phi)
    for i in (range(6) if name == "x" else [5]):
        vals = [coef(hist[i], spin_op(a, 0, 2)) for a in "xyz"]
        vals.append(coef(hist[i], ANTI_X))
        tag = f" (phase {name})" if i == 5 else ""
        print(f"  {labels[i]}{tag}: " + " ".join(f"{v:.3f}" for v in vals))
print("On resonance, H on 12C: coefficients of Ix, Iy, Iz (no unit)")
for name, phi in [("x", X), ("-x", MINUS_X)]:
    hist = bird([0], {}, 1, TAU, phi)
    for i in (range(6) if name == "x" else [5]):
        vals = [coef(hist[i], spin_op(a, 0, 1)) for a in "xyz"]
        tag = f" (phase {name})" if i == 5 else ""
        print(f"  {labels[i]}{tag}: " + " ".join(f"{v:.3f}" for v in vals))

print("H on 13C, actual coupling differs: final Iz for x, for -x; 2IxSz")
for j_act in (125.0, 145.0, 165.0):
    end_p = bird([310, -900], {(0, 1): j_act}, 1, TAU, X)[-1]
    end_m = bird([310, -900], {(0, 1): j_act}, 1, TAU, MINUS_X)[-1]
    print(f"  {j_act:.0f} Hz: {z_of(end_p, 0, 2):.3f} {z_of(end_m, 0, 2):.3f}"
          f" {coef(end_p, ANTI_X):.3f}")

# Without the carbon pulse the 13C-bound proton behaves like one on 12C
print("H on 13C, carbon 180 pulse left out: final Iz")
for name, phi, like12 in [("x", X, 1), ("-x", MINUS_X, -1)]:
    end = bird([310, -900], {(0, 1): J_SET}, 1, TAU, phi,
               carbon_pulse=False)[-1]
    assert np.allclose(end, like12 * spin_op("z", 0, 2), atol=TOL)
    print(f"  last phase {name}: {z_of(end, 0, 2):.3f}")

# Central proton pulse along y swaps the roles
print("Central proton pulse along y, last phase x: final Iz")
swap12 = z_of(bird([310], {}, 1, TAU, X, np.pi / 2)[-1], 0, 1)
swap13 = z_of(bird([310, -900], {(0, 1): J_SET}, 1, TAU, X,
                   np.pi / 2)[-1], 0, 2)
assert abs(swap12 + 1) < TOL and abs(swap13 - 1) < TOL
print(f"  H on 12C: {swap12:.3f}; H on 13C: {swap13:.3f}")

# Total delay 1/(2J) instead of 1/J: no z magnetization on 13C-bound protons
half = bird([310, -900], {(0, 1): J_SET}, 1, TAU / 2, X)[-1]
assert abs(z_of(half, 0, 2)) < TOL
print(f"Each delay halved ({TAU / 2 * 1e3:.3f} ms), H on 13C, phase x: "
      f"Iz {z_of(half, 0, 2):.3f}, 2IxSz {coef(half, ANTI_X):.3f}")

# Three spins: proton a on 13C, proton b on the neighbouring 12C
J_HH, J_LONG = 7.0, 5.0
print(f"Three spins: J(HH) = {J_HH:.0f} Hz, long-range J(CH) = {J_LONG:.0f} Hz")
for name, phi, sign in [("x", X, 1), ("-x", MINUS_X, -1)]:
    end = bird([300, -450, 1000],
               {(0, 2): J_SET, (1, 2): J_LONG, (0, 1): J_HH}, 2, TAU, phi)[-1]
    za, zb = z_of(end, 0, 3), z_of(end, 1, 3)
    f_hh = np.cos(2 * np.pi * J_HH * TAU)
    assert abs(za - sign * np.cos(2 * np.pi * J_SET * TAU) * f_hh) < TOL
    assert abs(zb - sign * np.cos(2 * np.pi * J_LONG * TAU) * f_hh) < TOL
    print(f"  last phase {name}: Iz of a (on 13C) {za:.4f}, "
          f"of b (on 12C) {zb:.4f}")

print("OK")
```

Running it gives:

```
Coupling used to set the delay J = 145 Hz
Each delay tau = 3.448 ms; both = 6.897 ms
On resonance, H on 13C: coefficients of Ix, Iy, Iz, 2IxSz (no unit)
  start: 0.000 0.000 1.000 0.000
  after 90(x): 0.000 -1.000 0.000 0.000
  after delay 1: 0.000 0.000 0.000 1.000
  after 180 pulses: 0.000 0.000 0.000 -1.000
  after delay 2: 0.000 -1.000 0.000 0.000
  after last 90 (phase x): 0.000 0.000 -1.000 0.000
  after last 90 (phase -x): 0.000 0.000 1.000 0.000
On resonance, H on 12C: coefficients of Ix, Iy, Iz (no unit)
  start: 0.000 0.000 1.000
  after 90(x): 0.000 -1.000 0.000
  after delay 1: 0.000 -1.000 0.000
  after 180 pulses: 0.000 1.000 0.000
  after delay 2: 0.000 1.000 0.000
  after last 90 (phase x): 0.000 0.000 1.000
  after last 90 (phase -x): 0.000 0.000 -1.000
H on 13C, actual coupling differs: final Iz for x, for -x; 2IxSz
  125 Hz: -0.908 0.908 -0.420
  145 Hz: -1.000 1.000 0.000
  165 Hz: -0.908 0.908 0.420
H on 13C, carbon 180 pulse left out: final Iz
  last phase x: 1.000
  last phase -x: -1.000
Central proton pulse along y, last phase x: final Iz
  H on 12C: -1.000; H on 13C: 1.000
Each delay halved (1.724 ms), H on 13C, phase x: Iz 0.000, 2IxSz -1.000
Three spins: J(HH) = 7 Hz, long-range J(CH) = 5 Hz
  last phase x: Iz of a (on 13C) -0.9885, of b (on 12C) 0.9827
  last phase -x: Iz of a (on 13C) 0.9885, of b (on 12C) -0.9827
OK
```
